# Carrier capture through a quartic configuration-coordinate potential on a grid

A harmonic fit to a defect's energy curve can look good near the minimum and still give the wrong capture coefficient, because capture depends on the region where the two energy curves cross. In the example below, dropping a quartic term lowers the coefficient by about 20%. A numerical solution brings its own danger. With a grid spacing of 0.12 amu$^{1/2}$ Å, vibrational overlaps with the highest of the 40 final levels tested below are wrong by up to 0.055, while those with the lower levels that govern capture here are still accurate. A harmonic reference gives a first indication of which levels a grid describes well; the anharmonic curve then needs a check of its own.

## Three grid points by hand

Take $\hbar=\Omega=1$ and unit mass. The initial potential is $Q^2/2$, the final one $(Q-1)^2/2$. Put the initial state on the points $Q=-1,0,1$.

A grid of spacing $h$ carries wave numbers $|k|\le\pi/h$. The kinetic matrix is the average of $k^2/2$ over that band with the phase between two points:

$$T_{jl}=\frac{h}{2\pi}\int_{-\pi/h}^{\pi/h}\frac{k^2}{2}\,e^{ikh(j-l)}\,dk .$$

For $j=l$ the integral gives $T_{jj}=\pi^2/(6h^2)$. For $d=j-l\ne0$, two integrations by parts leave $\int k^2\cos(khd)\,dk=4\pi(-1)^d/(h^3d^2)$, since the sines vanish at the limits. Hence $T_{jl}=(-1)^d/(h^2d^2)$.

With $h=1$ the diagonal is 1.645, neighbours couple by $-1$, and the end points couple by $1/4$. The ground state is even, so use the centre point and the normalized sum of the end points:

$$H=\begin{pmatrix}1.645&-\sqrt2\\-\sqrt2&1.645+0.25+0.5\end{pmatrix}.$$

Its lower eigenvalue is $2.020-\sqrt{0.375^2+2}=0.557$, against the true $0.5$. The first row gives the ratio of the components, $(1.645-0.557)/\sqrt2=0.769$. After normalization the amplitudes on the three points are $(0.4312,\,0.7926,\,0.4312)$.

The final state has the same amplitudes on $Q=0,1,2$. Setting missing points to zero, the overlap is the dot product

$$0.7926\times0.4312+0.4312\times0.7926=0.6835 .$$

The Gaussian integral gives $e^{-1/4}=0.779$. Three points thus give an overlap 12% too small.

## The grid method in general

Let $Q$ be mass-weighted, in amu$^{1/2}$ Å, and let $D$ be the distance between the minima. With $x=Q-D$, take

$$V_i=\Delta E+\tfrac12\Omega_i^2Q^2,\qquad V_f=\tfrac12\Omega_f^2x^2+\beta x^4 .$$

The subscript $i$ means a free carrier, $f$ a captured one. $\Delta E$ is the difference of the minima, without zero-point energies. Define $\kappa=\hbar^2/(\text{amu Å}^2)=4.1802$ meV. Then $\Omega^2=(\hbar\Omega)^2/\kappa$ in these units, and the kinetic matrix is $\kappa$ times the one above:

$$T_{jj}=\frac{\kappa\pi^2}{6h^2},\qquad T_{jl}=\frac{\kappa(-1)^{j-l}}{h^2(j-l)^2}.$$

Add $V_i$ or $V_f$ to the diagonal and diagonalize twice on the same grid. With normalized eigenvectors $u_m$ and $v_n$,

$$S_{mn}=\sum_ju_{jm}v_{jn},\qquad M_{mn}=\langle m_i|Q|n_f\rangle=\sum_ju_{jm}Q_jv_{jn}.$$

Two conditions must hold. The box must contain the tails of the states, and the kinetic cutoff $\kappa\pi^2/(2h^2)$ must exceed their largest kinetic energy by a clear margin, because the states have tails in momentum as well.

## The harmonic reference

At $\beta=0$ let $a$ lower the initial oscillator and $b$ the final one. Then

$$a=\sqrt{\frac{\Omega_i}{2\hbar}}\,Q+\frac{iP}{\sqrt{2\hbar\Omega_i}},$$

$$Q=D+\sqrt{\frac{\hbar}{2\Omega_f}}(b+b^\dagger),\qquad P=-i\sqrt{\frac{\hbar\Omega_f}{2}}(b-b^\dagger).$$

Substitution gives $a=\delta+cb+sb^\dagger$, with

$$\delta=D\sqrt{\frac{\Omega_i}{2\hbar}},\quad r=\sqrt{\frac{\Omega_i}{\Omega_f}},\quad c=\tfrac12\Big(r+\frac1r\Big),\quad s=\tfrac12\Big(r-\frac1r\Big).$$

Now take $\langle m_i|a^\dagger|n_f\rangle$. Acting to the left, $a^\dagger$ gives $\sqrt m\,S_{m-1,n}$. Acting to the right, it is $\delta+cb^\dagger+sb$. Therefore

$$S_{m,n+1}=\frac{\sqrt m\,S_{m-1,n}-\delta S_{mn}-s\sqrt n\,S_{m,n-1}}{c\sqrt{n+1}} .$$

The first column follows from $\langle m_i|a|0_f\rangle$, which gives $\sqrt{m+1}\,S_{m+1,0}=\delta S_{m0}+sS_{m1}$. Inserting $S_{m1}=(\sqrt m\,S_{m-1,0}-\delta S_{m0})/c$,

$$\sqrt{m+1}\,S_{m+1,0}=\delta\Big(1-\frac sc\Big)S_{m0}+\frac sc\sqrt m\,S_{m-1,0}.$$

The start is the integral of two Gaussians,

$$S_{00}=\sqrt{\frac{2\sqrt{\Omega_i\Omega_f}}{\Omega_i+\Omega_f}}\;\exp\!\left[-\frac{\Omega_i\Omega_fD^2}{2\hbar(\Omega_i+\Omega_f)}\right].$$

Finally, $Q=\sqrt{\hbar/2\Omega_i}\,(a+a^\dagger)$ acting to the left gives

$$M_{mn}=\sqrt{\frac{\hbar}{2\Omega_i}}\left(\sqrt{m+1}\,S_{m+1,n}+\sqrt m\,S_{m-1,n}\right).$$

In the hand example $s=0$, $c=1$ and $\delta=1/\sqrt2$, so $S_{10}=S_{00}/\sqrt2$ and $M_{00}=S_{00}/2$. This is right: the product of the two Gaussians is centred at $Q=1/2$.

## From overlaps to a capture coefficient

Let the coupling between the two electronic states be $WQ$, linear about the initial minimum, for one carrier in a supercell of volume $V$. To lowest order in $W$, the golden rule gives the rate $(2\pi/\hbar)W^2F$, with

$$F=\sum_{mn}w_mM_{mn}^2\,g_\sigma(E_{fn}-E_{im}).$$

Here $w_m$ are normalized Boltzmann weights. One carrier in $V$ is a density $1/V$, so the rate equals $C/V$ and

$$C=\frac{2\pi}{\hbar}VW^2F .$$

One final configuration is counted. A free carrier's normalization makes $W^2$ scale as $1/V$, so $C$ does not depend on the cell once the cell is large.

Two discrete ladders need not match in energy. The delta function of the golden rule is therefore replaced by a normalized Gaussian $g_\sigma$ of width $\sigma$, which stands for broadening that one coordinate cannot supply. The value of $\sigma$ is part of the model, and its effect has to be reported.

## Sensitivity to the quartic term

Differentiate $H_f|n\rangle=E_n|n\rangle$ with respect to $\beta$, writing primes for derivatives:

$$(H_f-E_n)|n'\rangle=(E_n'-x^4)|n\rangle .$$

Projection on $\langle n|$ gives $E_n'=\langle n|x^4|n\rangle$. Projection on another state $\langle k|$ gives $\langle k|n'\rangle=\langle k|x^4|n\rangle/(E_n-E_k)$. The component along $|n\rangle$ vanishes for real normalized states. Hence

$$M_{mn}'=\sum_{k\ne n}M_{mk}\frac{\langle k|x^4|n\rangle}{E_n-E_k}.$$

At $\beta=0$ set $\ell^2=\hbar/2\Omega_f$, so that $x^2=\ell^2(b^2+b^{\dagger2}+2b^\dagger b+1)$. The squared norm of $x^2|n\rangle$ is

$$E_n'=\ell^4\left[(2n+1)^2+n(n-1)+(n+1)(n+2)\right]=3\ell^4(2n^2+2n+1).$$

Applying $x^2$ twice also gives

$$\langle n+2|x^4|n\rangle=\ell^4(4n+6)\sqrt{(n+1)(n+2)},$$

$$\langle n+4|x^4|n\rangle=\ell^4\sqrt{(n+1)(n+2)(n+3)(n+4)} .$$

The downward elements follow by symmetry, so at most four terms enter each sum.

For the hand example, $\ell^4=1/4$, and the recursion gives $S_{02}=S_{00}/(2\sqrt2)$ and $S_{04}=S_{00}/(4\sqrt{24})$. The ground-state overlap then changes by

$$\frac{S_{00}'}{S_{00}}=\frac{1}{2\sqrt2}\cdot\frac{6\sqrt2/4}{-2}+\frac{1}{4\sqrt{24}}\cdot\frac{\sqrt{24}/4}{-4}=-\frac38-\frac1{64}=-\frac{25}{64}.$$

A positive quartic term narrows the final ground state and reduces this overlap. That does not settle the sign for capture, where high final levels matter.

Since $g_\sigma'(\varepsilon)=-\varepsilon g_\sigma/\sigma^2$, the full slope at fixed $\Omega_f$, $D$ and $\Delta E$ is

$$\frac{d\ln C}{d\beta}=\frac1F\sum_{mn}w_mg_\sigma(\varepsilon_{mn})\left[2M_{mn}M_{mn}'-M_{mn}^2\frac{\varepsilon_{mn}}{\sigma^2}E_n'\right],$$

with $\varepsilon_{mn}=E_{fn}-E_{im}$. The first term comes from the changed wave functions, the second from the shifted levels.

## A deep acceptor

Choose $\Delta E=1.0$ eV, $D=1.6$ amu$^{1/2}$ Å, $\hbar\Omega_i=35$ meV, $\hbar\Omega_f=40$ meV, $W=0.06$ eV/(amu$^{1/2}$ Å), $V=1.1$ nm$^3$ and $\sigma=20$ meV. The main case has $\beta=0.002$ eV/(amu$^2$ Å$^4$) and $T=300$ K, so $kT=25.85$ meV.

First comes the harmonic test, for the overlaps of the lowest 10 initial and 40 final states. At $h=0.12$ amu$^{1/2}$ Å the cutoff is 1.43 eV, below the highest final energy, $39.5\times0.040=1.58$ eV, and the largest error, 0.055, falls on that highest level. The final levels near 1 eV, which govern capture, are still well described. At $h=0.08$ the cutoff is 3.22 eV and the error falls to about $10^{-14}$. The production grid uses $h=0.04$ and 341 points.

Agreement at $\beta=0$ does not test the quartic term. For that, the final Hamiltonian including $\beta x^4$ was also diagonalized in a basis of 160 final oscillator states, and the eigenvectors were combined with the recursive overlaps. For 20 initial and 45 final states at the main $\beta$, the two routes agree within $5\times10^{-14}$.

The first-order level shift can be checked by hand. Here $\ell^2=4.1802/(2\times40)=0.05225$ amu Å$^2$, and for $n=25$

$$\beta E_{25}'=0.002\times3\times0.05225^2\times1301\ \text{eV}=21.3\ \text{meV},$$

about half a phonon. At fixed curvature the capture coefficients are:

| $\beta$, eV/(amu$^2$ Å$^4$) | $C$, $10^{-9}$ cm$^3$/s |
|---:|---:|
| $-0.002$ | 1.58 |
| $-0.001$ | 1.97 |
| 0 | 2.26 |
| 0.001 | 2.52 |
| 0.002 | 2.81 |

The slope formula gives 0.115 in $\ln C$ per 0.001 of $\beta$, and finite differences on the grid agree. At this $\sigma$, 0.082 comes from the matrix elements and 0.033 from the level shifts. Over the full step to $\beta=0.002$ the linear estimate is 0.230, while the computed change is $\ln1.242=0.217$. The slope is meaningful only if $\sigma$ smooths over the discrete levels, and 20 meV, half a phonon, does so only in part. The slope is 0.024 at $\sigma=16$ meV and about 0.13 from 24 to 40 meV; the level part moves from $-0.06$ to about $0.05$, while the matrix-element part stays near 0.08. The change over the full step is steadier: 0.240, 0.207 and 0.196 at 16, 24 and 40 meV. The close match of 0.230 and 0.217 is therefore partly an effect of this $\sigma$. At $\sigma=8$ meV it is $-1.0$ per 0.001 of $\beta$, almost all from level shifts, because single pairs of levels then move out of resonance.

Negative $\beta$ needs care, because $V_f$ then turns over at $x^2=\Omega_f^2/(4|\beta|)$. For $\beta=-0.002$ this is $|x|=6.9$, just outside the grid's limit of 6.8 amu$^{1/2}$ Å. The barrier there is 4.6 eV high, far above the levels that govern capture, so $C$ stays at $1.58\times10^{-9}$ cm$^3$/s for half-widths from 5 to 10 amu$^{1/2}$ Å. A box reaching well past the turnover adds spurious states outside the barrier, and these must not displace the real ones when only the lowest levels are kept.

## Why the gain is modest

In the classical limit, position and momentum do not change during the electronic transition. The kinetic energies cancel, leaving

$$F_{\rm cl}=\int p(Q)\,Q^2\,\delta(V_f-V_i)\,dQ=\frac{p(Q_c)Q_c^2}{|V_i'-V_f'|},$$

where $p(Q)=\Omega_i(2\pi kT)^{-1/2}e^{-\Omega_i^2Q^2/2kT}$, $Q_c$ is the thermally accessible crossing, and primes on $V$ mean $d/dQ$ there. Differentiating $V_i(Q_c)=V_f(Q_c,\beta)$ gives $V_i'\,dQ_c=V_f'\,dQ_c+x_c^4\,d\beta$. The barrier $E_b=V_i(Q_c)-\Delta E$ therefore obeys

$$\frac{dE_b}{d\beta}=\frac{V_i'\,x_c^4}{V_i'-V_f'} .$$

At $\beta=0$, $Q_c=-0.7875$ and $x_c=-2.3875$ amu$^{1/2}$ Å. The slopes are $V_i'=-0.231$ and $V_f'=-0.914$ eV/(amu$^{1/2}$ Å), so the barrier falls by 11.0 meV per 0.001 of $\beta$. Going to $\beta=0.002$ lowers it from 90.9 to 72.7 meV and moves the crossing to $Q_c=-0.704$.

At 300 K the lower barrier adds 0.702 to $\ln F_{\rm cl}$. The linear coupling is weaker at the new crossing and removes 0.223. The larger slope difference removes 0.124. The net classical change is 0.355, above the quantum value of 0.217. Replacing the coupling $WQ$ by a constant in the quantum calculation raises the gain from 1.24 to 1.55, which confirms the opposing role of the coupling.

The sign depends on temperature. At 1500 K the barrier matters less, and the same quartic term lowers $C$: the quantum change in $\ln C$ is $-0.18$, the classical one $-0.21$. The classical rate itself is then close, with a quantum-to-classical ratio of 1.01. At 300 K that ratio is 1.44, so the classical formula explains the competing effects but does not replace the vibrational sum.

## What a refit can and cannot repair

Suppose the quartic curve is true, but a harmonic curve is fitted to the final energy at $Q=0$. Equating the energies at $x=-D$ gives

$$\tfrac12\Omega_{\rm fit}^2D^2=\tfrac12\Omega_f^2D^2+\beta D^4,\qquad \Omega_{\rm fit}^2=\Omega_f^2+2\beta D^2 .$$

The phonon energy rises to 40.5 meV. The refitted curve gives 0.927 of the quartic result, while dropping the quartic term at fixed curvature gives 0.805. The refit helps at 300 K, but the crossing lies outside the interval between the minima, so it still extrapolates. At 600 K it is off by 3%, while dropping the quartic term is off by only 1%, because the effect of the quartic term on $C$ passes through zero near that temperature. At 1500 K the errors are 14% and 20%. In this geometry, final-state energies computed from the crossing near $Q=-0.7$ inward to about $Q=-0.4$ amu$^{1/2}$ Å constrain the capture coefficient at 300 K more directly than extra points near the final minimum.

## The real material and the missing effects

These parameters lie in the rough regime of hole capture by the negatively charged carbon acceptor in GaN; they are not a calculation of that defect. The largest omission sized here is the attraction between hole and acceptor. With $\rho=kr$ and $\gamma=\sqrt{E_R/E}$, where $E_R$ is the effective Rydberg energy and $E$ the hole's kinetic energy, the radial equation is $u''+(1+2\gamma/\rho)u=0$. Its regular solution is $u=\rho e^{i\rho}\,{}_1F_1(1-i\gamma;2;-2i\rho)$, which starts as $\rho$. The large-argument form of ${}_1F_1$ gives it the far amplitude $A=e^{-\pi\gamma/2}/|\Gamma(1+i\gamma)|$. A free wave with the same start has unit amplitude, so the density at the centre of the defect is enhanced by

$$\frac1{A^2}=e^{\pi\gamma}\frac{\pi\gamma}{\sinh\pi\gamma}=\frac{2\pi\gamma}{1-e^{-2\pi\gamma}} .$$

For a rough hole mass of $1.0\,m_e$ and permittivity 10, $E_R=136$ meV. The exponential is then small at thermal energies, and the Maxwell average of $\sqrt{kT/E}$ is $2/\sqrt\pi$. The mean factor is $2\pi\sqrt{136.1/25.85}\times2/\sqrt\pi\approx16$, which at fixed $\Delta E$ raises $C$ from $2.8\times10^{-9}$ to about $4.6\times10^{-8}$ cm$^3$/s. Averaging the rate and the factor together over the carrier energy gives $4.0\times10^{-8}$ cm$^3$/s. Both values assume capture at a single point and, for this hole mass, are therefore upper estimates: the effective Bohr radius is only 5.3 Å, and averaged over a sphere of radius 2 Å the density gain is about 9 instead of 16. A mass of $2\,m_e$ raises the point factor to 23 and the joint average to $5.6\times10^{-8}$ cm$^3$/s, while the sphere average is about 8. Measured coefficients for this defect are, as a rough size, $10^{-7}$ cm$^3$/s or somewhat more. Screening by other carriers is left out of this estimate.

Other changes, each made alone from the main case, multiply $C$ as follows:

- raising $\Delta E$ by 0.1 eV: 0.54;
- adding the mean carrier kinetic energy, $3kT/2$, to $\Delta E$: 0.82;
- adding a cubic term equal to the quartic one at the crossing, with the same sign there: 1.15;
- putting the same quartic coefficient in the initial curve: 0.99;
- changing $\sigma$ to 16 or 24 meV: 1.009 or 0.996. At 8 meV the ratio is 0.985, but the slope found above for that width shows that single levels matter there, so this closeness is no sign of convergence.

Thus an ordinary uncertainty in the level position can outweigh this quartic term. At 400 K, $C$ without Coulomb enhancement is $4.0\times10^{-9}$ cm$^3$/s.

The golden rule also needs a small transition probability per passage. Near the crossing the energy gap is $|V_i'-V_f'|vt$. First-order perturbation theory with coupling $U$ gives a Gaussian phase integral and

$$P=\frac{2\pi U^2}{\hbar v|V_i'-V_f'|} .$$

For a hole density $p$, $U^2=W^2Q_c^2Vp$. With $v=\sqrt{kT}$ and $p=10^{18}$ cm$^{-3}$, $P$ is 0.0015, or 0.025 with the Coulomb factor, so lowest order is reasonable. That density is also well below the band's effective density of states, $2.5\times10^{19}$ cm$^{-3}$, as Boltzmann statistics require. Other phonon modes, nonlinear coupling and the detailed valence-band structure remain outside the model, and their effects are not bounded by these numbers. The remaining values are in the numerical output.

## Computed values

```
kappa = hbar^2/(amu A^2): 4.1802 meV
minima difference 1.00 eV; shift D 1.60 amu^0.5 A
phonons i, f: 35, 40 meV
W 0.060 eV/(amu^0.5 A); V 1.10 nm^3
sigma 20 meV; T 300 K; kT 25.85 meV
main beta 0.0020 eV/(amu^2 A^4)
grid step 0.04 amu^0.5 A; points 341
states used: initial 44, final 80
harmonic final energy at Q=0: 0.4899 eV
step 0.12: cutoff 1.43 eV, overlap error 5.5e-02
step 0.08: cutoff 3.22 eV, overlap error 9.6e-15
step 0.04: cutoff 12.89 eV, overlap error 3.8e-14
largest harmonic energy error: 6.7e-14 eV
largest harmonic Q-element error: 1.4e-13 amu^0.5 A
quartic overlap error, grid vs basis: 4.7e-14
harmonic overlap <0|25>: -0.03094
level 25 shift at main beta, first order: 21.31 meV
crossing Q, beta=0 and main: -0.7875, -0.7044 amu^0.5 A
barrier, beta=0 and main: 90.86, 72.71 meV
quartic energy at main crossing: 56.4 meV
barrier change per 0.001 beta: -10.976 meV
ln C slope per 0.001 beta, theory: 0.1150
ln C slope per 0.001 beta, grid: 0.1150
  level part 0.0329, element part 0.0821
beta -0.002: C 1.577e-09 cm^3/s, ratio 0.698
beta -0.001: C 1.965e-09 cm^3/s, ratio 0.869
beta +0.000: C 2.260e-09 cm^3/s, ratio 1.000
beta +0.001: C 2.523e-09 cm^3/s, ratio 1.116
beta +0.002: C 2.808e-09 cm^3/s, ratio 1.242
C at 400 K, main beta: 3.988e-09 cm^3/s
harmonic refit: phonon 40.532 meV
C refit/C quartic 0.927; dropped 0.805
quartic gain with constant coupling: 1.551
classical ln change, barrier: +0.702
classical ln change, coupling: -0.223
classical ln change, slopes: -0.124
quantum/classical: 300 K 1.436; 1500 K 1.013
1500 K ln change: quantum -0.1780, class. -0.2068
sigma 8 meV: C/C(20 meV) 0.985
sigma 16 meV: C/C(20 meV) 1.009
sigma 24 meV: C/C(20 meV) 0.996
quartic gain at sigma 8 meV: 1.272
rough hole mass 1.0 m_e; permittivity 10
effective Rydberg: 136.1 meV
Sommerfeld factor at 300 K: 16.27
C with Sommerfeld factor: 4.567e-08 cm^3/s
ratio, gap raised by 1.5 kT: 0.818
ratio, gap raised by 0.1 eV: 0.544
cubic term -0.00461 eV/(amu^1.5 A^3): ratio 1.147
ratio, main beta also in initial surface: 0.989
band density of states at 300 K: 2.51e+19 cm^-3
passage probability at 1e+18 cm^-3: 1.54e-03
same with Sommerfeld factor: 2.50e-02
```
